# Car–Parrinello Force Bias and the Mass of Dragged Orbitals: test program

```python
# Car-Parrinello (CP) force bias, atomic units inside, eV/angstrom/fs/u printed.
# L = mu sum_i <dpsi_i/dt|dpsi_i/dt> + M Rdot^2/2 - E + constraints, one orbital per electron.
# Claim: F_CP - F_BO = -mu [G_IJ a_J + Gam_IJK v_J v_K] + O(mu^2), G_IJ = Tr(d_I P d_J P),
# P = ground-state occupied projector, Gam = Christoffel symbol of G, v, a = ion velocity, acceleration.
# Before the slow limit: bias = -2 mu sum_i <psi_i|d_I P|d2psi_i/dt2>.
# Rigid translation in d dimensions: dM = (4 mu/d)(T - T_occ), T = electronic kinetic energy,
# T_occ = (1/2) sum_ij |<psi_i|grad|psi_j>|^2, since J = C^T Cdot - Cdot^T C is conserved (zero).
# Model: 1D periodic grid, Gaussian wells, spinless orbitals C, contact energy (g/2) int rho^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from pyscf import gto, scf
from pyscf.data import elements

pc = sc.physical_constants
HA = pc['Hartree energy in eV'][0]
B = pc['Bohr radius'][0]*1e10
TFS = pc['atomic unit of time'][0]*1e15
U = sc.atomic_mass/sc.m_e
MU, FU = HA*TFS**2, HA/B

N, L = 64, 10.0/B
dx = L/N
x = (np.arange(N) - N//2)*dx
k = 2*np.pi*np.fft.fftfreq(N, dx)
F = np.fft.fft(np.eye(N), axis=0)
T = np.fft.ifft((k**2/2)[:, None]*F, axis=0).real
kd = k.copy(); kd[N//2] = 0.0
D = np.fft.ifft((1j*kd)[:, None]*F, axis=0).real
g = 4.0/(HA*B)
two = (np.array([100.0, 80.0])/HA, np.array([0.6, 0.4])/B)
one = (two[0][:1], two[1][:1])
mu0 = 1.6/MU

def wells(R, w):
    d = x[None, :] - R[:, None]
    e = w[0][:, None]*np.exp(-d**2/(2*w[1][:, None]**2))
    return -e.sum(0), e*d/w[1][:, None]**2      # potential, minus dV/dR_I

def ground(R, w, n, dens=None):
    V = wells(R, w)[0]
    dens = np.zeros(N) if dens is None else dens
    for _ in range(400):
        e, v = np.linalg.eigh(T + np.diag(V + g*dens/dx))
        new = (v[:, :n]**2).sum(1)
        done = abs(new - dens).max() < 1e-13
        dens = new
        if done:
            return v[:, :n], e, dens
    raise RuntimeError('no SCF convergence')

def force(C, R, w):
    return wells(R, w)[1] @ (C**2).sum(1)

def accel(C, Cd, R, w, mu):
    HC = T @ C + (wells(R, w)[0] + g*(C**2).sum(1)/dx)[:, None]*C
    return (C @ (C.T @ HC - mu*Cd.T @ Cd) - HC)/mu

def run(mu, w, C0, Cd0, times, path=None, ion=None):
    n = C0.shape[1]; s = N*n
    def rhs(t, y):
        C, Cd = y[:s].reshape(N, n), y[s:2*s].reshape(N, n)
        R = path(t) if path else y[2*s:2*s+1]
        tail = [0.0, 0.0] if path else [y[-1], (force(C, R, w)[0] - ion[1]*R[0])/ion[0]]
        return np.concatenate([y[s:2*s], accel(C, Cd, R, w, mu).ravel(), tail])
    y0 = np.concatenate([C0.ravel(), Cd0.ravel(), [0.0 if path else ion[2], 0.0]])
    y = solve_ivp(rhs, (0, times[-1]), y0, method='DOP853', t_eval=times, rtol=1e-9, atol=1e-10).y.T
    C, Cd = y[:, :s].reshape(-1, N, n), y[:, s:2*s].reshape(-1, N, n)
    assert abs(np.einsum('txi,txj->tij', C, C) - np.eye(n)).max() < 1e-6
    return C, Cd, y[:, -2], y[:, -1]

def dproj(R, w, n, dens, h=2e-3):
    out = []
    for e in np.eye(len(R)):
        a, b = ground(R + h*e, w, n, dens)[0], ground(R - h*e, w, n, dens)[0]
        out.append((a @ a.T - b @ b.T)/(2*h))
    return np.array(out)

def metric(R, w, n, dens):
    dP = dproj(R, w, n, dens)
    return np.einsum('ixy,jyx->ij', dP, dP)

print(f'grid {N} points, box {L*B:.1f} A, g = {g*HA*B:.1f} eV A')
print(f'well depths {two[0][0]*HA:.0f}, {two[0][1]*HA:.0f} eV; widths {two[1][0]*B:.1f}, {two[1][1]*B:.1f} A')
print(f'model mu = {mu0*MU:.2f} eV fs^2 = {mu0:.1f} a.u.')

# A: two wells, three orbitals, path R0 + A sin^6(W t/2)
R0, A, per = np.array([-1.0, 1.1])/B, np.array([0.15, -0.25])/B, 50.0/TFS
W = 2*np.pi/per
path = lambda t: R0 + A*np.sin(W*t/2)**6
vel = lambda t: A*W*(15*np.sin(W*t) - 12*np.sin(2*W*t) + 3*np.sin(3*W*t))/32
acc = lambda t: A*W**2*(15*np.cos(W*t) - 24*np.cos(2*W*t) + 9*np.cos(3*W*t))/32
ts = per*np.linspace(0.2, 0.8, 7)
inert, geo, fbo, gaps, Gs = [], [], [], [], []
for t in ts:
    R = path(t); C, e, dens = ground(R, two, 3)
    G = metric(R, two, 3, dens); h = 1e-2
    dG = np.array([(metric(R + h*u, two, 3, dens) - metric(R - h*u, two, 3, dens))/(2*h) for u in np.eye(2)])
    Gam = 0.5*(np.einsum('jik->ijk', dG) + np.einsum('kij->ijk', dG) - dG)
    inert.append(-G @ acc(t)); geo.append(-np.einsum('ijk,j,k->i', Gam, vel(t), vel(t)))
    fbo.append(force(C, R, two)); gaps.append(e[3] - e[2]); Gs.append(G)
inert, geo, fbo = np.array(inert), np.array(geo), np.array(fbo)
pred = inert + geo; scale = abs(pred).max()
C0 = ground(R0, two, 3)[0]
per_mu = []
for mu in (mu0, mu0/2):
    C = run(mu, two, C0, 0*C0, ts, path=path)[0]
    per_mu.append((np.array([force(c, path(t), two) for c, t in zip(C, ts)]) - fbo)/mu)
err = [abs(p - pred).max()/scale for p in per_mu]
rich = 2*per_mu[1] - per_mu[0]
err_r, err_nog = abs(rich - pred).max()/scale, abs(rich - inert).max()/scale
assert err[0] < 0.04 and 1.7 < err[0]/err[1] < 2.3
assert err_r < 1e-3 and err_nog > 10*err_r
print(f'A start {R0[0]*B:.2f}, {R0[1]*B:.2f} A; amplitudes {A[0]*B:.2f}, {A[1]*B:.2f} A; period {per*TFS:.0f} fs')
print(f'A smallest gap {min(gaps)*HA:.2f} eV; mu W^2/gap = {mu0*W**2/min(gaps):.2e}')
i = 1
print(f'A t = {ts[i]*TFS:.1f} fs: G11, G12, G22 = {Gs[i][0,0]/B**2:.4f}, {Gs[i][0,1]/B**2:.4f}, {Gs[i][1,1]/B**2:.4f} A^-2')
for name, a in (('F_BO', fbo), ('bias measured', mu0*per_mu[0]), ('bias formula', mu0*pred),
                ('inertial part', mu0*inert), ('Gamma part', mu0*geo)):
    print(f'A {name}: {a[i,0]*FU:.5f}, {a[i,1]*FU:.5f} eV/A')
print(f'A rel. error at mu, mu/2: {err[0]:.2e}, {err[1]:.2e}; ratio {err[0]/err[1]:.2f}')
print(f'A rel. error mu->0: {err_r:.1e}; without Gamma {err_nog:.1e}')

# B: one well, ion in a harmonic trap, coupled dynamics from rest
M, kt, x0 = 1.0*U, 3.0*B**2/HA, 0.15/B
print(f'B M = {M/U:.1f} u, trap {kt*HA/B**2:.1f} eV/A^2, start {x0*B:.2f} A')
tb = np.linspace(0, 90.0/TFS, 1500)
for n in (1, 2):
    C0 = ground(np.array([x0]), one, n)[0]
    Dij = C0.T @ D @ C0
    Tk, Tocc = np.trace(C0.T @ T @ C0), 0.5*(Dij**2).sum()
    dM, naive = 4*mu0*(Tk - Tocc), 4*mu0*Tk
    C, Cd, R, V = run(mu0, one, C0, 0*C0, tb, ion=(M, kt, x0))
    j = np.where(R[:-1]*R[1:] < 0)[0]
    cross = tb[j] - R[j]*(tb[j+1] - tb[j])/(R[j+1] - R[j])
    period = 2*(cross[-1] - cross[0])/(len(cross) - 1)
    dM_meas = kt*(period/(2*np.pi))**2 - M
    dM_ke = 2*mu0*(Cd**2).sum()/(V**2).sum()
    CC = np.einsum('txi,txj->tij', C, Cd)
    Jmax = abs(CC - CC.transpose(0, 2, 1)).max()
    assert abs(dM_meas/dM - 1) < 5e-3      # next order is mu W^2/gap, about 2e-3
    assert abs(dM_ke/dM - 1) < 1e-2 and Jmax < 1e-6
    print(f'B n={n}: T = {Tk*HA:.3f} eV, T_occ = {Tocc*HA:.3f} eV, period {period*TFS:.3f} fs')
    print(f'B n={n}: dM period {dM_meas/U:.5f}, fict. KE {dM_ke/U:.5f}, formula {dM/U:.5f}, 4 mu T {naive/U:.5f} u')
    if n == 1:
        assert abs(dM_meas/naive - 1) < 5e-3
    else:
        Jrigid = 2*abs(V).max()*abs(Dij).max()
        assert abs(dM_meas/naive - 1) > 0.3 and Jrigid > 100*Jmax
        print(f'B max|J| = {Jmax/TFS:.1e} 1/fs; orbitals dragged one by one: {Jrigid/TFS:.2e} 1/fs')
print(f'B bare period {2*np.pi*np.sqrt(M/kt)*TFS:.3f} fs')

# C: uniform motion of one well, two orbitals: slow bias zero, only fast oscillations
v0 = 0.02*TFS/B
line = lambda t: np.array([-0.3/B + v0*t])
C0 = ground(line(0.0), one, 2)[0]
assert abs(force(C0, line(0.0), one)[0]) < 1e-7
def fast(mu, tmax, Cd0):
    t = np.linspace(0, tmax/TFS, 400)
    C, Cd = run(mu, one, C0, Cd0, t, path=line)[:2]
    return t, C, Cd, np.array([force(c, line(s), one)[0] for c, s in zip(C, t)])
rms = lambda f: np.sqrt(np.mean(f**2))
t1, C1, Cd1, f1 = fast(mu0, 15.0, 0*C0)
f4 = fast(4*mu0, 30.0, 0*C0)[3]
fpt = fast(mu0, 15.0, -v0*(D @ C0 - C0 @ (C0.T @ D @ C0)))[3]
idx = np.arange(20, 400, 40)
lin = np.array([-2*mu0*np.trace(C1[m].T @ dproj(line(t1[m]), one, 2, None)[0]
                                @ accel(C1[m], Cd1[m], line(t1[m]), one, mu0)) for m in idx])
err_lin = abs(lin - f1[idx]).max()/abs(f1).max()
assert abs(rms(f4)/rms(f1) - 2) < 0.04 and rms(fpt) < 0.02*rms(f1) and err_lin < 1e-2
print(f'C v = {v0*B/TFS:.2f} A/fs; rms force at mu, 4mu: {rms(f1)*FU:.4f}, {rms(f4)*FU:.4f} eV/A; ratio {rms(f4)/rms(f1):.3f}')
print(f'C parallel-transport start: rms {rms(fpt)*FU:.1e} eV/A')
print(f'C acceleration-overlap formula, rel. error {err_lin:.1e}')

# D: free atoms, RHF with BFD pseudopotentials
mu, fb = 3.2/MU, 1.0
print(f'D mu = {mu*MU:.1f} eV fs^2 = {mu:.1f} a.u.; F_BO = {fb:.1f} eV/A; RHF/BFD-VTZ')
for sym, nel in (('Mg', 2), ('Ne', 8)):
    build = lambda r: gto.M(atom=[[sym, tuple(r)]], unit='Bohr', basis='bfd-vtz', ecp='bfd', verbose=0)
    mol = build(np.zeros(3))
    assert mol.nelectron == nel
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.kernel()
    assert mf.converged
    C = mf.mo_coeff[:, mf.mo_occ > 0]
    Tk = 2*np.trace(C.T @ mol.intor('int1e_kin') @ C)
    Tocc = sum(((C.T @ p @ C)**2).sum() for p in mol.intor('int1e_ipovlp'))   # two spins times 1/2
    G = 4*(Tk - Tocc)/3
    norm0 = ((C.T @ mol.intor('int1e_ovlp') @ C)**2).sum()
    d = 5e-4
    for u in (np.array([1., 0, 0]), np.array([0, 0, 1.]), np.ones(3)/np.sqrt(3)):
        O = C.T @ gto.intor_cross('int1e_ovlp', mol, build(d*u)) @ C
        Gfd = 4*(norm0 - (O**2).sum())/d**2     # |P(d)-P(0)|^2/d^2 summed over two spins
        assert abs(Gfd/G - 1) < 1e-4
    assert (Tocc < 1e-8) if sym == 'Mg' else (Tocc > 0.02*Tk)
    Ma = elements.MASSES[elements.charge(sym)]
    dM, naive = mu*G/U, 4*mu*Tk/3/U
    print(f'{sym}: {mol.nelectron} electrons, M = {Ma:.3f} u')
    print(f'{sym}: T = {Tk*HA:.3f} eV, T_occ = {Tocc*HA:.3f} eV, T_occ/T = {Tocc/Tk:.4f}')
    print(f'{sym}: G formula {G/B**2:.4f}, displaced overlap {Gfd/B**2:.4f} A^-2')
    print(f'{sym}: dM = {dM:.4f} u = {dM*U:.0f} m_e, dM/M = {dM/Ma:.4f}; 4 mu T/3 = {naive:.4f} u')
    print(f'{sym}: bias {-fb*dM/(Ma+dM):.4f} eV/A (T only: {-fb*naive/(Ma+naive):.4f} eV/A)')
    print(f'{sym}: frequency ratio {np.sqrt(Ma/(Ma+dM)):.4f} (T only: {np.sqrt(Ma/(Ma+naive)):.4f})')
print('success')
```

It prints:

```
grid 64 points, box 10.0 A, g = 4.0 eV A
well depths 100, 80 eV; widths 0.6, 0.4 A
model mu = 1.60 eV fs^2 = 100.5 a.u.
A start -1.00, 1.10 A; amplitudes 0.15, -0.25 A; period 50 fs
A smallest gap 20.30 eV; mu W^2/gap = 1.24e-03
A t = 15.0 fs: G11, G12, G22 = 7.7511, -1.0003, 5.7798 A^-2
A F_BO: 8.12552, -8.12552 eV/A
A bias measured: -0.02695, 0.02855 eV/A
A bias formula: -0.02680, 0.02842 eV/A
A inertial part: -0.02461, 0.02778 eV/A
A Gamma part: -0.00219, 0.00064 eV/A
A rel. error at mu, mu/2: 2.86e-03, 1.43e-03; ratio 1.99
A rel. error mu->0: 1.4e-05; without Gamma 3.6e-02
B M = 1.0 u, trap 3.0 eV/A^2, start 0.15 A
B n=1: T = 8.989 eV, T_occ = 0.000 eV, period 38.254 fs
B n=1: dM period 0.07293, fict. KE 0.07309, formula 0.07285, 4 mu T 0.07285 u
B n=2: T = 31.590 eV, T_occ = 17.922 eV, period 38.925 fs
B n=2: dM period 0.11092, fict. KE 0.11125, formula 0.11076, 4 mu T 0.25600 u
B max|J| = 7.6e-11 1/fs; orbitals dragged one by one: 7.44e-02 1/fs
B bare period 36.931 fs
C v = 0.02 A/fs; rms force at mu, 4mu: 0.5771, 1.1518 eV/A; ratio 1.996
C parallel-transport start: rms 5.0e-04 eV/A
C acceleration-overlap formula, rel. error 3.0e-04
D mu = 3.2 eV fs^2 = 201.0 a.u.; F_BO = 1.0 eV/A; RHF/BFD-VTZ
Mg: 2 electrons, M = 24.305 u
Mg: T = 6.747 eV, T_occ = 0.000 eV, T_occ/T = 0.0000
Mg: G formula 1.1806, displaced overlap 1.1806 A^-2
Mg: dM = 0.0365 u = 66 m_e, dM/M = 0.0015; 4 mu T/3 = 0.0365 u
Mg: bias -0.0015 eV/A (T only: -0.0015 eV/A)
Mg: frequency ratio 0.9993 (T only: 0.9993)
Ne: 8 electrons, M = 20.180 u
Ne: T = 754.830 eV, T_occ = 108.354 eV, T_occ/T = 0.1435
Ne: G formula 113.1196, displaced overlap 113.1196 A^-2
Ne: dM = 3.4926 u = 6367 m_e, dM/M = 0.1731; 4 mu T/3 = 4.0780 u
Ne: bias -0.1475 eV/A (T only: -0.1681 eV/A)
Ne: frequency ratio 0.9233 (T only: 0.9121)
success
```
